# Dynamic localization on a driven chain with first- and second-neighbour hopping: test program

```python
"""
Result under test: an electron on an infinite chain driven by a uniform field
F*cos(w*t + phase) has, over whole periods, the quasienergy band
    eps(q) = -2*g1*J0(K)*cos(q') - 2*g2*J0(2K)*cos(2q'),  q' = q + K*sin(phase)
with K = e*F*a/(hbar*w), q = wavenumber times spacing a, J0 the Bessel function,
g1 and g2 the first- and second-neighbour hoppings (H contains -g1 and -g2).
At J0(K) = 0 the nearest-neighbour chain returns exactly to its initial state;
with g2 nonzero a band of width 4*|g2*J0(2K)| survives.
The simulations use the position-dependent potential in real space.
Simulation units: energy in hbar*w, time as theta = w*t, length in a.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.special import j0, jn_zeros, struve
from scipy.constants import h, e

spacing_nm = 10.0
g1_meV = 5.0
g2_meV = 0.5
photon_meV = 10.0
periods = 3
r1 = g1_meV / photon_meV
r2 = g2_meV / photon_meV
theta_total = 2 * np.pi * periods
bulk_sites = np.arange(-40, 41)


def evolve(K, hop1, hop2, theta_end, phase=0.0, sites=bulk_sites):
    """Integrate the Schroedinger equation from the site with n = 0."""
    start = (sites == 0).astype(complex)

    def rhs(theta, psi):
        h_psi = K * np.cos(theta + phase) * sites * psi
        h_psi[1:] -= hop1 * psi[:-1]
        h_psi[:-1] -= hop1 * psi[1:]
        h_psi[2:] -= hop2 * psi[:-2]
        h_psi[:-2] -= hop2 * psi[2:]
        return -1j * h_psi

    run = solve_ivp(rhs, (0.0, theta_end), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert run.success
    return run.y[:, -1]


def rms_distance(psi):
    return np.sqrt(np.sum(bulk_sites**2 * np.abs(psi)**2))


def rms_formula(K, hop1, hop2, theta):
    """Spread after whole periods, from the renormalized hoppings."""
    return theta * np.sqrt(2 * (hop1 * j0(K))**2 + 8 * (hop2 * j0(2 * K))**2)


def width_formula(K, hop1, hop2):
    G1, G2 = abs(hop1 * j0(K)), abs(hop2 * j0(2 * K))
    if G1 >= 4 * G2:
        return 4 * G1
    return 2 * G1 + 4 * G2 + G1**2 / (4 * G2)


def width_by_average(K, hop1, hop2):
    """Width of the band energy averaged over a cycle by quadrature."""
    q = np.linspace(-np.pi, np.pi, 4001)[:, None]
    theta = 2 * np.pi * np.arange(64) / 64
    moving_q = q - K * np.sin(theta)
    energy = -2 * hop1 * np.cos(moving_q) - 2 * hop2 * np.cos(2 * moving_q)
    band = energy.mean(axis=1)
    return band.max() - band.min()


zeros = jn_zeros(0, 1000)
K_loc = zeros[0]

# Quasienergy: Fourier sum of the simulated amplitudes gives the propagator.
q_test = np.linspace(-np.pi, np.pi, 41)
worst_band_error = 0.0
for K, phase in [(1.0, 0.0), (K_loc, 0.0), (1.7, 0.7), (K_loc, 0.7)]:
    psi = evolve(K, r1, r2, theta_total, phase)
    assert np.max(np.abs(psi[[0, 1, -2, -1]])) < 1e-8
    simulated = np.exp(-1j * np.outer(q_test, bulk_sites)) @ psi
    q_shifted = q_test + K * np.sin(phase)
    eps = (-2 * r1 * j0(K) * np.cos(q_shifted)
           - 2 * r2 * j0(2 * K) * np.cos(2 * q_shifted))
    error = np.max(np.abs(simulated - np.exp(-1j * eps * theta_total)))
    worst_band_error = max(worst_band_error, error)
assert worst_band_error < 1e-6

# Spread after whole periods, without field, off and on the localization point.
rms_sim = {}
for K in (0.0, 1.0, K_loc):
    psi = evolve(K, r1, r2, theta_total)
    rms_sim[K] = rms_distance(psi)
    assert abs(rms_sim[K] - rms_formula(K, r1, r2, theta_total)) < 1e-5
return_second = abs(psi[bulk_sites == 0][0])**2
return_formula = j0(2 * r2 * j0(2 * K_loc) * theta_total)**2
assert abs(return_second - return_formula) < 1e-6

# Nearest neighbours only: exact return for any phase of the drive.
loss_bulk = 0.0
for phase in (0.0, 0.7):
    psi = evolve(K_loc, r1, 0.0, theta_total, phase)
    amplitude = psi[bulk_sites == 0][0]
    assert abs(amplitude - 1) < 1e-6
    loss_bulk = max(loss_bulk, np.sum(np.abs(psi[bulk_sites != 0])**2))
assert loss_bulk < 1e-10

# Motion inside the period does not vanish.
rms_half = rms_distance(evolve(K_loc, r1, 0.0, np.pi))
rms_half_formula = np.sqrt(2) * r1 * abs(struve(0, K_loc)) * np.pi
assert abs(rms_half - rms_half_formula) < 1e-6
assert rms_half > 0.5

# Start at the end of an open chain: no exact return, better at high frequency.
end_sites = np.arange(0, 41)
loss_end = []
for hop in (r1, r1 / 10):
    psi = evolve(K_loc, hop, 0.0, theta_total, sites=end_sites)
    loss_end.append(np.sum(np.abs(psi[1:])**2))
assert loss_end[0] > 1e-4
assert loss_end[1] < loss_end[0] / 100

# Bandwidth formula in both of its regimes.
for K in (0.0, 1.0, 2.0, 2.3, K_loc, 2.5, 4.0):
    assert abs(width_by_average(K, g1_meV, g2_meV)
               - width_formula(K, g1_meV, g2_meV)) < 1e-4

# Doubled zeros of J0 lie strictly between zeros, where J0 is negative.
m = np.arange(1, 1001)
assert np.all(np.diff(zeros) < np.pi)
assert np.all(np.diff(zeros) > np.pi - np.pi / (8 * zeros[:-1]**2))
assert np.all(zeros > (m - 0.25) * np.pi)
doubled = 2 * zeros[:500]
assert np.all(zeros[0::2] < doubled) and np.all(doubled < zeros[1::2])
assert np.all(j0(doubled) < 0)
offset_first = zeros[0] - np.pi
drop_bound = np.pi / 8 * (1 / K_loc**2 + 1 / (3 * K_loc))
assert offset_first - drop_bound < -np.pi / 4 < offset_first

field_V_per_m = K_loc * photon_meV * 1e-3 / (spacing_nm * 1e-9)
frequency_THz = photon_meV * 1e-3 * e / h / 1e12

print(f"Spacing a: {spacing_nm:.1f} nm")
print(f"Hopping g1: {g1_meV:.2f} meV")
print(f"Hopping g2: {g2_meV:.2f} meV")
print(f"Photon energy: {photon_meV:.2f} meV")
print(f"Drive frequency: {frequency_THz:.4f} THz")
print(f"Drive period: {1e3 / frequency_THz:.2f} fs")
print(f"First zero of J0, K: {K_loc:.6f} (dimensionless)")
print(f"Field amplitude at first zero: {field_V_per_m / 1e6:.4f} MV/m")
print(f"Same field: {field_V_per_m / 1e5:.3f} kV/cm")
print(f"J0(2K) at first zero: {j0(2 * K_loc):.6f} (dimensionless)")
print(f"Surviving hopping g2*J0(2K): {g2_meV * j0(2 * K_loc):.5f} meV")
for K in (0.0, 1.0, 2.0, K_loc):
    print(f"K={K:.4f}: J0(K)={abs(j0(K)):.5f}, J0(2K)={j0(2 * K):.5f}")
    print(f"  width, g1 only: {4 * g1_meV * abs(j0(K)):.4f} meV")
    print(f"  width, g1 and g2: {width_formula(K, g1_meV, g2_meV):.4f} meV")
residual = width_formula(K_loc, g1_meV, g2_meV)
print(f"Residual/undriven width: "
      f"{100 * residual / width_formula(0.0, g1_meV, g2_meV):.3f} percent")
print(f"Number of periods simulated: {periods}")
print(f"Largest propagator error: {worst_band_error:.1e} (dimensionless)")
for K in (0.0, 1.0, K_loc):
    print(f"rms distance, g1 and g2, K={K:.4f}: simulated {rms_sim[K]:.5f}, "
          f"formula {rms_formula(K, r1, r2, theta_total):.5f} sites")
print(f"Return probability at first zero, g1 and g2: {return_second:.5f}")
print(f"  from formula: {return_formula:.5f}")
print(f"Loss from start site at first zero, g1 only: {loss_bulk:.1e}")
print(f"rms distance at half period, g1 only: simulated {rms_half:.5f}, "
      f"formula {rms_half_formula:.5f} sites")
print(f"Struve H0(K) at first zero: {struve(0, K_loc):.5f}")
print(f"End-site loss, g1/photon energy {r1:.2f}: {loss_end[0]:.3e}")
print(f"End-site loss, g1/photon energy {r1 / 10:.2f}: {loss_end[1]:.3e}")
print(f"Second and third zeros of J0: {zeros[1]:.5f}, {zeros[2]:.5f}")
print(f"Twice the first zero: {2 * K_loc:.5f}")
print(f"First zero minus pi: {offset_first:.5f}")
print(f"Bound on later decrease of (zero - m*pi): {drop_bound:.5f}")
print(f"Minus pi/4: {-np.pi / 4:.5f}")
print("no test failed")
```

Running it gives:

```
Spacing a: 10.0 nm
Hopping g1: 5.00 meV
Hopping g2: 0.50 meV
Photon energy: 10.00 meV
Drive frequency: 2.4180 THz
Drive period: 413.57 fs
First zero of J0, K: 2.404826 (dimensionless)
Field amplitude at first zero: 2.4048 MV/m
Same field: 24.048 kV/cm
J0(2K) at first zero: -0.237536 (dimensionless)
Surviving hopping g2*J0(2K): -0.11877 meV
K=0.0000: J0(K)=1.00000, J0(2K)=1.00000
  width, g1 only: 20.0000 meV
  width, g1 and g2: 20.0000 meV
K=1.0000: J0(K)=0.76520, J0(2K)=0.22389
  width, g1 only: 15.3040 meV
  width, g1 and g2: 15.3040 meV
K=2.0000: J0(K)=0.22389, J0(2K)=-0.39715
  width, g1 only: 4.4778 meV
  width, g1 and g2: 4.4778 meV
K=2.4048: J0(K)=0.00000, J0(2K)=-0.23754
  width, g1 only: 0.0000 meV
  width, g1 and g2: 0.4751 meV
Residual/undriven width: 2.375 percent
Number of periods simulated: 3
Largest propagator error: 2.8e-10 (dimensionless)
rms distance, g1 and g2, K=0.0000: simulated 13.59261, formula 13.59261 sites
rms distance, g1 and g2, K=1.0000: simulated 10.21650, formula 10.21650 sites
rms distance, g1 and g2, K=2.4048: simulated 0.63321, formula 0.63321 sites
Return probability at first zero, g1 and g2: 0.90346
  from formula: 0.90346
Loss from start site at first zero, g1 only: 4.0e-21
rms distance at half period, g1 only: simulated 1.66551, formula 1.66551 sites
Struve H0(K) at first zero: 0.74974
End-site loss, g1/photon energy 0.50: 7.445e-02
End-site loss, g1/photon energy 0.05: 4.976e-07
Second and third zeros of J0: 5.52008, 8.65373
Twice the first zero: 4.80965
First zero minus pi: -0.73677
Bound on later decrease of (zero - m*pi): 0.12234
Minus pi/4: -0.78540
no test failed
```
